# A neutralizing background does not make charged supercell energies size-independent: a numerical check

```python
"""
Result under test: a uniform background makes the energy of a charged periodic
cell finite, but not size-independent. For a cubic cell of side L,
    F(L) = F(inf) - alpha q^2/(2 eps L) + q dV(L) + (host-response term ~ L^-3)
alpha : Madelung number of the simple cubic lattice of point charges
eps   : dielectric constant of the host;  q : defect charge in units of e
dV    : far potential of the frozen defect cell, minus that of the bulk, minus
        that of periodic point charges; it scales as L^-3
Model host: simple cubic lattice of neutral spherical atoms (Gaussian core and
cloud), each with a point polarizability. Defect: one atom replaced by a
Gaussian charge q. Lengths in angstrom, energies in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import dblquad
from scipy.special import erfc

COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e10   # eV angstrom
A0 = 4.0              # lattice constant
Q_DEF = 2.0           # defect charge
Z = 8.0               # core charge; the cloud has charge -Z
S_CORE, S_CLOUD, S_DEF = 0.3, 0.5, 0.4     # Gaussian widths
POL = 0.5 * 3 / (4 * np.pi)                # polarizability / A0^3
CM = 4 * np.pi * POL / 3
EPS = (1 + 2 * CM) / (1 - CM)              # Clausius-Mossotti relation


def integer_grid(m, drop_zero=True):
    r = np.arange(-m, m + 1)
    g = np.array(np.meshgrid(r, r, r, indexing="ij")).reshape(3, -1).T
    g = g.astype(float)
    return g[np.any(g != 0, axis=1)] if drop_zero else g


def point_potential(x, eta=2.5):
    """Zero-average potential of unit charges in unit cubic cells, at (x,x,x).
    At x = 0 the charge's own 1/r is left out."""
    cells = integer_grid(2, drop_zero=(x == 0))
    r = np.linalg.norm(cells - x, axis=1)
    G = 2 * np.pi * integer_grid(5)
    g2 = (G**2).sum(1)
    value = (erfc(eta * r) / r).sum() - np.pi / eta**2
    value += (4 * np.pi / g2 * np.exp(-g2 / (4 * eta**2))
              * np.cos(G.sum(1) * x)).sum()
    if x == 0:
        value -= 2 * eta / np.sqrt(np.pi)
    return value


ALPHA = -point_potential(0.0)
assert abs(ALPHA + point_potential(0.0, eta=2.0)) < 1e-9

# ---- Outward sums of cells: divergence, and the convention for the zero ----
face = dblquad(lambda y, x: 1 / np.sqrt(x * x + y * y + 0.25),
               -0.5, 0.5, -0.5, 0.5)[0]
cube_centre = 1.5 * face       # potential at the centre of a unit uniform cube
outward = []
for m in (10, 20, 30):
    bare = (1 / np.linalg.norm(integer_grid(m), axis=1)).sum()
    outward.append((2 * m + 1, bare, bare - cube_centre * (2 * m + 1)**2))
assert outward[2][1] > 7 * outward[0][1]                  # grows as size^2
assert abs(outward[2][2] - (-ALPHA + np.pi / 6)) < 1e-3   # finite, but shifted


# ---- Complete frozen cells, summed in reciprocal space ----
def frozen_cell(n):
    L = n * A0
    m = int(np.ceil(17.0 * L / (2 * np.pi)))
    g = 2 * np.pi / L * np.arange(-m, m + 1)

    def product(f):
        return f[:, None, None] * f[None, :, None] * f[None, None, :]

    g2 = (g**2)[:, None, None] + (g**2)[None, :, None] + (g**2)[None, None, :]
    g2[m, m, m] = np.inf                       # drops the G = 0 term
    kernel = COULOMB * 4 * np.pi / L**3 / g2
    atom = Z * (np.exp(-g2 * S_CORE**2 / 2) - np.exp(-g2 * S_CLOUD**2 / 2))
    host = atom * product(np.cos(np.outer(g, A0 * np.arange(n))).sum(1))
    change = Q_DEF * np.exp(-g2 * S_DEF**2 / 2) - atom
    e_bulk = 0.5 * (kernel * host**2).sum()
    e_defect = 0.5 * (kernel * (host + change)**2).sum()
    x = ((n - 1) // 2 + 0.5) / n               # interstitial far from defect
    wave = kernel * product(np.cos(g * x * L))
    v_bulk = (wave * host).sum()
    v_change = (wave * change).sum()
    offset = v_change - COULOMB * Q_DEF / L * point_potential(x)
    e_atom = COULOMB * Z**2 * (
        (1 / S_CORE + 1 / S_CLOUD) / (2 * np.sqrt(np.pi))
        - np.sqrt(2 / np.pi) / np.hypot(S_CORE, S_CLOUD))
    e_self = COULOMB * Q_DEF**2 / (2 * np.sqrt(np.pi) * S_DEF)
    energy = e_defect - e_bulk + e_atom - e_self - Q_DEF * v_bulk
    return energy, v_bulk, offset


MOMENT = 3 * Z * (S_CORE**2 - S_CLOUD**2)      # second moment of a host atom
SIZES = (2, 3, 4, 6)
frozen = {n: frozen_cell(n) for n in SIZES}
worst_frozen = 0.0
for n in SIZES:
    L = n * A0
    energy, v_bulk, offset = frozen[n]
    offset_formula = COULOMB * 2 * np.pi / L**3 * (Q_DEF * S_DEF**2
                                                  - MOMENT / 3)
    image = -COULOMB * ALPHA * Q_DEF**2 / (2 * L)
    assert abs(v_bulk - COULOMB * 2 * np.pi * MOMENT / (3 * A0**3)) < 1e-5
    assert abs(offset - offset_formula) < 1e-5
    # neighbouring Gaussian tails overlap at the 1e-5 eV level
    error = abs(energy - (image + Q_DEF * offset))
    worst_frozen = max(worst_frozen, error)
    assert error < 1e-4


# ---- Polarizable lattice in a supercell (unit lattice constant and charge) --
def induced_energy(n, eta=1.5):
    f = np.fft.fftfreq(n)
    k = 2 * np.pi * np.array(np.meshgrid(f, f, f)).reshape(3, -1).T
    k = k[np.any(k != 0, axis=1)]
    R = integer_grid(3)
    r = np.linalg.norm(R, axis=1)
    gauss = 2 * eta / np.sqrt(np.pi) * np.exp(-(eta * r)**2)
    B = erfc(eta * r) / r**3 + gauss / r**2
    C = (3 * B + 2 * eta**2 * gauss) / r**2
    short = (R[:, :, None] * R[:, None, :] * C[:, None, None]
             - np.eye(3) * B[:, None, None])
    phase = k @ R.T
    field = np.sin(phase) @ (R * B[:, None])
    tensor = (np.cos(phase) @ short.reshape(-1, 9)).reshape(-1, 3, 3)
    tensor += 4 * eta**3 / (3 * np.sqrt(np.pi)) * np.eye(3)
    for G in 2 * np.pi * integer_grid(2, drop_zero=False):
        K = k + G
        K2 = (K**2).sum(1)
        w = 4 * np.pi / K2 * np.exp(-K2 / (4 * eta**2))
        field += K * w[:, None]
        tensor -= K[:, :, None] * K[:, None, :] * w[:, None, None]
    stiffness = np.eye(3) / POL - tensor
    assert np.linalg.eigvalsh(stiffness).min() > 0      # stable host
    dipole = np.linalg.solve(stiffness, field[:, :, None])[:, :, 0]
    return -0.5 * (field * dipole).sum() / n**3


UNIT = COULOMB * Q_DEF**2 / A0
induced = {n: induced_energy(n) for n in (2, 3, 4, 5, 6, 8, 10, 12)}
total = {n: induced[n] - ALPHA / (2 * n) for n in induced}
fit_sizes = np.array([6, 8, 10, 12])
powers = (0, 1, 3, 5)
design = np.array([[float(n)**-p for p in powers] for n in fit_sizes])
coef = np.linalg.solve(design, np.array([total[n] for n in fit_sizes]))
image_formula = -ALPHA / (2 * EPS)
assert abs(coef[1] / image_formula - 1) < 0.005
held_out = UNIT * (sum(c * 5.0**-p for c, p in zip(coef, powers)) - total[5])
assert abs(held_out) < 5e-3
F_INF = UNIT * coef[0]

# ---- Isolated limit without periodicity: finite sphere plus Born energy ----
sites = integer_grid(6)
sites = sites[(sites**2).sum(1) <= 36.0]
count = len(sites)
d = sites[:, None, :] - sites[None, :, :]
dist = np.sqrt((d**2).sum(2))
np.fill_diagonal(dist, np.inf)
matrix = np.empty((count, 3, count, 3))
for i in range(3):
    for j in range(3):
        matrix[:, i, :, j] = -3 * d[:, :, i] * d[:, :, j] / dist**5
        if i == j:
            matrix[:, i, :, j] += 1 / dist**3 + np.eye(count) / POL
site_field = (sites / np.linalg.norm(sites, axis=1)[:, None]**3).ravel()
dipoles = np.linalg.solve(matrix.reshape(3 * count, 3 * count), site_field)
sphere = -0.5 * UNIT * site_field @ dipoles
radius = (3 * (count + 1) / (4 * np.pi))**(1 / 3)
born = -UNIT * (1 - 1 / EPS) / (2 * radius)
# surface steps blur the radius by a fraction of a lattice constant, which
# changes the Born energy by several per cent
assert abs(sphere + born - F_INF) < 0.1

# ---- Worked example: the corrections applied to complete cells ----
rows = []
for n in SIZES:
    L = n * A0
    raw = frozen[n][0] + UNIT * induced[n]
    image_fixed = raw + COULOMB * ALPHA * Q_DEF**2 / (2 * EPS * L)
    aligned = image_fixed - Q_DEF * frozen[n][2]
    rows.append((L, raw, image_fixed, aligned, frozen[n][2]))
assert abs(rows[-1][3] - F_INF) < 0.2 * abs(rows[-1][1] - F_INF)

print(f"Coulomb constant e^2/(4 pi eps0): {COULOMB:.4f} eV angstrom")
print(f"lattice constant: {A0:.1f} angstrom; defect charge: {Q_DEF:+.0f} e")
print(f"core/cloud charge: +/-{Z:.0f} e")
print(f"widths core, cloud, defect: {S_CORE}, {S_CLOUD}, {S_DEF} angstrom")
print(f"polarizability: {POL * A0**3:.4f} angstrom^3")
print(f"dielectric constant: {EPS:.4f}")
print(f"Madelung number alpha: {ALPHA:.6f}")
print("outward sums (cells per side, bare sum, with background), units 1/L:")
for side, bare, neutral in outward:
    print(f"  {side:3d}  {bare:10.2f}  {neutral:10.5f}")
print(f"  -alpha + pi/6 = {-ALPHA + np.pi / 6:.5f}")
print(f"second moment of a host atom: {MOMENT:.3f} e angstrom^2")
print(f"bulk interstitial potential: {frozen[4][1]:.4f} V")
print(f"largest frozen-cell deviation from formula: {worst_frozen:.1e} eV")
print(f"fitted 1/L coefficient: {UNIT * A0 * coef[1]:.4f} eV angstrom")
print(f"-alpha q^2/(2 eps): {UNIT * A0 * image_formula:.4f} eV angstrom")
print(f"response 1/L^3 coefficient: {UNIT * A0**3 * coef[2]:.2f} eV angstrom^3")
print(f"held-out cell (20 angstrom), fit minus direct: {held_out:.1e} eV")
print(f"isolated limit from supercells: {F_INF:.4f} eV")
print(f"finite sphere: {count} atoms, radius {radius * A0:.3f} angstrom")
print(f"  sphere energy: {sphere:.4f} eV; Born energy: {born:.4f} eV")
print(f"  isolated limit from sphere: {sphere + born:.4f} eV")
print("L (angstrom), raw, image-corrected, also aligned (eV), dV (V):")
for L, raw, image_fixed, aligned, offset in rows:
    print(f"  {L:5.1f} {raw:9.4f} {image_fixed:9.4f} {aligned:9.4f}"
          f" {offset:8.5f}")
print("same energies minus the isolated limit (eV):")
for L, raw, image_fixed, aligned, offset in rows:
    print(f"  {L:5.1f} {raw - F_INF:9.4f} {image_fixed - F_INF:9.4f}"
          f" {aligned - F_INF:9.4f}")
print("verified")
```

Output:

```
Coulomb constant e^2/(4 pi eps0): 14.3996 eV angstrom
lattice constant: 4.0 angstrom; defect charge: +2 e
core/cloud charge: +/-8 e
widths core, cloud, defect: 0.3, 0.5, 0.4 angstrom
polarizability: 7.6394 angstrom^3
dielectric constant: 4.0000
Madelung number alpha: 2.837297
outward sums (cells per side, bare sum, with background), units 1/L:
   21     1047.30    -2.31376
   41     3998.60    -2.31371
   61     8853.95    -2.31371
  -alpha + pi/6 = -2.31370
second moment of a host atom: -3.840 e angstrom^2
bulk interstitial potential: -1.8095 V
largest frozen-cell deviation from formula: 2.1e-05 eV
fitted 1/L coefficient: -20.4685 eV angstrom
-alpha q^2/(2 eps): -20.4280 eV angstrom
response 1/L^3 coefficient: -51.45 eV angstrom^3
held-out cell (20 angstrom), fit minus direct: 4.2e-03 eV
isolated limit from supercells: -7.9380 eV
finite sphere: 924 atoms, radius 24.177 angstrom
  sphere energy: -7.0571 eV; Born energy: -0.8934 eV
  isolated limit from sphere: -7.9505 eV
L (angstrom), raw, image-corrected, also aligned (eV), dV (V):
    8.0   -9.6485   -7.0950   -7.6605  0.28274
   12.0   -9.2270   -7.5246   -7.6922  0.08377
   16.0   -9.0381   -7.7614   -7.8321  0.03534
   24.0   -8.7516   -7.9005   -7.9214  0.01047
same energies minus the isolated limit (eV):
    8.0   -1.7105    0.8430    0.2775
   12.0   -1.2889    0.4134    0.2458
   16.0   -1.1001    0.1767    0.1060
   24.0   -0.8136    0.0376    0.0166
verified
```
